# Length and velocity oscillator strengths: which methods agree in a complete basis: test program

```python
# Result under test: in a complete one-electron basis the length and velocity
# oscillator strengths agree for full CI and TDHF, but not in general for CIS
# or for CCSD with more than two electrons (EOM or linear response).
# Atomic units. w: excitation energy, d = <n|x|0>, g = <n|grad|0>,
# f_L = 2 w d^2, f_V = 2 g^2 / w. A, B: singlet TDHF matrices (CIS keeps A).
# P: reference, singles and doubles; Q: all higher excitations.
# A lattice supplies an exactly complete space; Be supplies a continuum case.
from itertools import combinations
import numpy as np
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def f_length(w, d):
    return 2 * w * d**2


def f_velocity(w, g):
    return 2 * g**2 / w


def hartree_fock(h, overlap, eri, nocc, tol):
    dens = np.zeros_like(h)
    for _ in range(3000):
        two_body = (2 * np.einsum("pqrs,rs->pq", eri, dens)
                    - np.einsum("prqs,rs->pq", eri, dens))
        eps, orb = eigh(h + two_body, overlap)
        new = orb[:, :nocc] @ orb[:, :nocc].T
        if np.abs(overlap @ (new - dens) @ overlap).max() < tol:
            energy = np.sum(new * (2 * h + two_body))
            return energy, eps, orb, new
        dens = 0.5 * (dens + new)
    raise RuntimeError("Hartree-Fock did not converge")


def singlet_response(gaps, coul, exch, x, grad):
    """coul = (ai|bj), exch = (ab|ij); returns CIS and TDHF for all roots."""
    n = x.size
    x, grad = x.ravel(), grad.ravel()
    a = np.diag(gaps.ravel())
    a = a + (2 * coul - exch.transpose(0, 2, 1, 3)).reshape(n, n)
    b = (2 * coul - coul.transpose(0, 3, 2, 1)).reshape(n, n)
    w_cis, vec = eigh(a)
    vec = vec * np.where(x @ vec < 0, -1.0, 1.0)
    cis = (w_cis, np.sqrt(2) * x @ vec, np.sqrt(2) * grad @ vec)
    defect = np.sqrt(2) * x @ b @ vec
    vals, u = eigh(a - b)
    assert vals.min() > 0
    root = (u * np.sqrt(vals)) @ u.T
    inv_root = (u / np.sqrt(vals)) @ u.T
    w2, z = eigh(root @ (a + b) @ root)
    assert w2.min() > 0
    w = np.sqrt(w2)
    x_plus_y = root @ z / np.sqrt(w)
    x_minus_y = inv_root @ z * np.sqrt(w)
    sign = np.where(x @ x_plus_y < 0, -1.0, 1.0)
    tdhf = (w, np.sqrt(2) * x @ x_plus_y * sign,
            np.sqrt(2) * grad @ x_minus_y * sign)
    return dict(a=a, b=b, x=x, grad=grad, cis=cis, tdhf=tdhf, defect=defect)


# ---------------------------------------------------------------- lattice
SITES, SPACING, CENTRE = 6, 1.0, 0.4
grid = SPACING * (np.arange(SITES) - (SITES - 1) / 2)
one = np.eye(SITES)
hop_up, hop_down = np.eye(SITES, k=1), np.eye(SITES, k=-1)
kinetic = (2 * one - hop_up - hop_down) / (2 * SPACING**2)
gradient = (hop_up - hop_down) / (2 * SPACING)
position = np.diag(grid)
repulsion = 1 / np.sqrt((grid[:, None] - grid[None, :])**2 + 1)
eri_site = np.einsum("ip,iq,ij,jr,js->pqrs", one, one, repulsion, one, one,
                     optimize=True)
assert np.allclose(kinetic @ position - position @ kinetic, -gradient)


def lattice_orbitals(pairs, field=0.0):
    well = -2 * pairs / np.sqrt((grid - CENTRE)**2 + 1)
    h = kinetic + np.diag(well) + field * position
    energy, eps, c, dens = hartree_fock(h, one, eri_site, pairs, 1e-12)
    eri = np.einsum("ip,iq,ij,jr,js->pqrs", c, c, repulsion, c, c,
                    optimize=True)
    return dict(energy=energy, eps=eps, dens=dens, h=c.T @ h @ c, eri=eri,
                x=c.T @ position @ c, grad=c.T @ gradient @ c)


def lattice_response(mo, pairs, norb):
    o, v = slice(0, pairs), slice(pairs, norb)
    gaps = mo["eps"][v][:, None] - mo["eps"][o][None, :]
    return singlet_response(gaps, mo["eri"][v, o, v, o],
                            mo["eri"][v, v, o, o], mo["x"][v, o],
                            mo["grad"][v, o])


def many_body_operators(mo, pairs, norb):
    """Matrices over all determinants with equal numbers of up and down."""
    strings = list(combinations(range(norb), pairs))
    index = {s: k for k, s in enumerate(strings)}
    ns = len(strings)
    move = np.zeros((norb, norb, ns, ns))
    for col, s in enumerate(strings):
        for q in s:
            for p in range(norb):
                if p != q and p in s:
                    continue
                new = tuple(sorted([r for r in s if r != q] + [p]))
                crossed = sum(min(p, q) < r < max(p, q) for r in s)
                move[p, q, index[new], col] = (-1)**crossed
    unit = np.eye(ns)
    up = np.array([[np.kron(m, unit) for m in row] for row in move])
    down = np.array([[np.kron(unit, m) for m in row] for row in move])
    exc = up + down
    cut = slice(0, norb)
    eri = mo["eri"][cut, cut, cut, cut]
    h_eff = mo["h"][cut, cut] - 0.5 * np.einsum("prrs->ps", eri)
    ham = np.tensordot(h_eff, exc, 2)
    ham = ham + 0.5 * np.matmul(exc, np.tensordot(eri, exc, 2)).sum((0, 1))
    x = np.tensordot(mo["x"][cut, cut], exc, 2)
    grad = np.tensordot(mo["grad"][cut, cut], exc, 2)
    return ham, x, grad, up, down


def full_ci(ham, x, grad):
    e, vec = eigh(ham)
    w = e[1:] - e[0]
    d = vec[:, 1:].T @ x @ vec[:, 0]
    g = vec[:, 1:].T @ grad @ vec[:, 0]
    fl, fv = f_length(w, d), f_velocity(w, g)
    bright = int(np.argmax(fl > 1e-3))
    assert fl[bright] > 1e-3
    return dict(e0=e[0], fl_all=fl, fv_all=fv, w=w[bright],
                fl=fl[bright], fv=fv[bright])


def ccsd_strengths(ham, x, grad, up, down, pairs):
    norb = up.shape[0]
    occ, vir = range(pairs), range(pairs, norb)
    tau = [s[a, i] for s in (up, down) for i in occ for a in vir]
    n_singles = len(tau)
    tau += [s[a, i] @ s[b, j] for s in (up, down)
            for i, j in combinations(occ, 2) for a, b in combinations(vir, 2)]
    tau += [up[a, i] @ down[b, j] for i in occ for j in occ
            for a in vir for b in vir]
    tau = np.array(tau)
    bra = tau[:, :, 0].copy()
    t = np.zeros(len(tau))
    for _ in range(40):
        cluster = np.tensordot(t, tau, 1)
        e_plus, e_minus = expm(cluster), expm(-cluster)
        hbar = e_minus @ ham @ e_plus
        residual = bra @ hbar[:, 0]
        jac = bra @ hbar @ bra.T - bra @ (tau @ hbar[:, 0]).T
        if np.abs(residual).max() < 1e-11:
            break
        t = t - np.linalg.solve(jac, residual)
    else:
        raise RuntimeError("CCSD did not converge")
    xbar, gbar = e_minus @ x @ e_plus, e_minus @ grad @ e_plus
    ref = np.eye(len(ham))[:1]
    p_rows = np.vstack([ref, bra])
    q_proj = np.eye(len(ham)) - p_rows.T @ p_rows
    e, right = np.linalg.eig(p_rows @ hbar @ p_rows.T)
    order = np.argsort(e.real)
    e, right = e[order], right[:, order]
    left = np.linalg.inv(right)
    lf, rf = left @ p_rows, p_rows.T @ right
    mx, mg = lf @ xbar @ rf, lf @ gbar @ rf
    leak = lf @ (hbar @ q_proj @ xbar - xbar @ q_proj @ hbar) @ rf
    fl_all = np.real(2 * (e - e[0]) * mx[0] * mx[:, 0])
    k = int(np.argmax(fl_all > 1e-3))
    assert k > 0 and abs(e[k].imag) < 1e-9
    w = (e[k] - e[0]).real
    fl = fl_all[k]
    fv = np.real(-2 * mg[0, k] * mg[k, 0] / w)
    leak_up = np.real(leak[k, 0] / (w * mx[k, 0]))
    leak_down = np.real(-leak[0, k] / (w * mx[0, k]))
    # linear-response moments for the same root
    r, l = right[1:, k].real, left[k, 1:].real
    lam = (lf[0] / left[0, 0]).real
    r_op = np.tensordot(r, tau, 1)
    comm = hbar @ r_op - r_op @ hbar
    f_r = lam @ comm @ bra.T - (tau @ comm[:, 0]) @ lam

    def response_product(obar):
        xi = bra @ obar[:, 0]
        eta_r = lam @ (obar @ r_op - r_op @ obar)[:, 0]
        relaxed = np.linalg.solve(jac + w * np.eye(len(jac)), xi)
        return (eta_r - f_r @ relaxed) * (l @ xi)

    return dict(e0=e[0].real, w=w, fl=fl, fv=fv, leak_up=leak_up,
                leak_down=leak_down, lr_fl=2 * w * response_product(xbar),
                lr_fv=-2 * response_product(gbar) / w,
                singles=bra[:n_singles])


mo4 = lattice_orbitals(2)
resp = lattice_response(mo4, 2, SITES)
ops4 = many_body_operators(mo4, 2, SITES)
fci4 = full_ci(*ops4[:3])
cc4 = ccsd_strengths(*ops4, 2)

# Hartree-Fock energy and CIS matrix against explicit determinants
assert abs(ops4[0][0, 0] - mo4["energy"]) < 1e-9
block = cc4["singles"] @ ops4[0] @ cc4["singles"].T
explicit = np.linalg.eigvalsh(block) - ops4[0][0, 0]
assert all(np.abs(explicit - w).min() < 1e-9 for w in resp["cis"][0])

# TDHF polarizability against the finite-field Hartree-Fock dipole
step = 5e-4
dip = [2 * np.sum(lattice_orbitals(2, s * step)["dens"] * position)
       for s in (1, -1)]
alpha_field = -(dip[0] - dip[1]) / (2 * step)
w_t, d_t, g_t = resp["tdhf"]
alpha_tdhf = np.sum(2 * d_t**2 / w_t)
assert abs(alpha_field / alpha_tdhf - 1) < 1e-3

# the exchange identity, and its consequences for every root
identity_error = np.abs((resp["a"] - resp["b"]) @ resp["x"]
                        + resp["grad"]).max()
assert identity_error < 1e-9
tdhf_error = np.abs(f_length(w_t, d_t) - f_velocity(w_t, g_t)).max()
fci_error = np.abs(fci4["fl_all"] - fci4["fv_all"]).max()
assert tdhf_error < 1e-8 and fci_error < 1e-8
w_c, d_c, g_c = resp["cis"]
assert np.allclose(g_c + w_c * d_c, resp["defect"], atol=1e-9)
cis_fl, cis_fv = f_length(w_c[0], d_c[0]), f_velocity(w_c[0], g_c[0])
assert abs(cis_fv / cis_fl - 1) > 1e-2

# CCSD: a real disagreement, explained by leakage into Q
assert abs(cc4["w"] - fci4["w"]) < 0.05
assert abs(cc4["fv"] / cc4["fl"] - 1) > 1e-6
assert abs(cc4["lr_fv"] / cc4["lr_fl"] - 1) > 1e-6
predicted = (1 + cc4["leak_up"]) * (1 + cc4["leak_down"])
assert abs(predicted - cc4["fv"] / cc4["fl"]) < 1e-8

# agreement of the two forms does not make TDHF exact
tdhf_fl, tdhf_fv = f_length(w_t[0], d_t[0]), f_velocity(w_t[0], g_t[0])
assert abs(tdhf_fl - fci4["fl"]) > 1e-4

# control 1: an incomplete orbital space spoils full CI and TDHF
CUT = 4
fci_cut = full_ci(*many_body_operators(mo4, 2, CUT)[:3])
wq, dq, gq = lattice_response(mo4, 2, CUT)["tdhf"]
cut_fl, cut_fv = f_length(wq[0], dq[0]), f_velocity(wq[0], gq[0])
assert abs(fci_cut["fv"] / fci_cut["fl"] - 1) > 1e-4
assert abs(cut_fv / cut_fl - 1) > 1e-4

# control 2: for two electrons CCSD is full CI, so agreement returns
mo2 = lattice_orbitals(1)
ops2 = many_body_operators(mo2, 1, SITES)
fci2 = full_ci(*ops2[:3])
cc2 = ccsd_strengths(*ops2, 1)
for key in ("fl", "fv", "lr_fl", "lr_fv"):
    assert abs(cc2[key] - fci2["fl"]) < 1e-7


# -------------------------------------------------------------- beryllium
def beryllium(n):
    exps = np.geomspace(0.01, 3000.0, n)
    shells = [[ang, [float(z), 1.0]] for ang in (0, 1) for z in exps]
    mol = gto.M(atom="Be 0 0 0", basis={"Be": shells}, verbose=0)
    s, pz = np.arange(n), n + 3 * np.arange(n) + 2
    ovl = mol.intor("int1e_ovlp")
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    z_ps = mol.intor("int1e_r")[2][np.ix_(pz, s)]
    grad_ps = -mol.intor("int1e_ipovlp")[2][np.ix_(pz, s)]
    ss, pp = (0, n), (n, 2 * n)
    ssss = mol.intor("int2e", shls_slice=ss * 4).reshape(n, n, n, n)
    psps = mol.intor("int2e", shls_slice=(pp + ss) * 2)
    psps = psps.reshape(3 * n, n, 3 * n, n)[2::3, :, 2::3, :]
    ppss = mol.intor("int2e", shls_slice=pp * 2 + ss * 2)
    ppss = ppss.reshape(3 * n, 3 * n, n, n)[2::3, 2::3]
    energy, eps, c, dens = hartree_fock(core[np.ix_(s, s)],
                                        ovl[np.ix_(s, s)], ssss, 2, 1e-9)
    fock_p = (core[np.ix_(pz, pz)] + 2 * np.einsum("pqrs,rs->pq", ppss, dens)
              - np.einsum("prqs,rs->pq", psps, dens))
    eps_p, cp = eigh(fock_p, ovl[np.ix_(pz, pz)])
    co = c[:, :2]
    coul = np.einsum("pa,ri,qb,sj,prqs->aibj", cp, co, cp, co, psps,
                     optimize=True)
    exch = np.einsum("pa,qb,ri,sj,pqrs->abij", cp, cp, co, co, ppss,
                     optimize=True)
    out = singlet_response(eps_p[:, None] - eps[None, :2], coul, exch,
                           cp.T @ z_ps @ co, cp.T @ grad_ps @ co)
    row = dict(n=n, energy=energy, defect=out["defect"][0])
    for name in ("cis", "tdhf"):
        w, d, g = (q[0] for q in out[name])
        row[name] = (w, d, g, f_length(w, d), f_velocity(w, g))
    return row


atoms = [beryllium(n) for n in (8, 12, 18)]
gap_t = [abs(r["tdhf"][4] / r["tdhf"][3] - 1) for r in atoms]
gap_c = [abs(r["cis"][4] / r["cis"][3] - 1) for r in atoms]
assert gap_t[-1] < 1e-3 and gap_t[-1] < gap_t[0]
assert gap_c[-1] > 0.05 and abs(gap_c[-1] - gap_c[-2]) < 0.1 * gap_c[-1]
best = atoms[-1]
wb, db, gb = best["cis"][:3]
assert abs(gb + wb * db - best["defect"]) < 1e-3

# ---------------------------------------------------------------- output
print(f"lattice: {SITES} sites, spacing {SPACING:.1f} bohr, "
      f"well centre {CENTRE:.1f} bohr")
print(f"four-electron determinants: {len(ops4[0])}")
print(f"lattice HF energy   {mo4['energy']:.6f} hartree")
print(f"lattice CCSD energy {cc4['e0']:.6f} hartree")
print(f"lattice FCI energy  {fci4['e0']:.6f} hartree")
print(f"polarizability, TDHF         {alpha_tdhf:.5f} a.u.")
print(f"polarizability, finite field {alpha_field:.5f} a.u.")
print(f"max error of (A-B)x = -grad: {identity_error:.1e} a.u.")
print(f"max |f_L-f_V|, all roots: TDHF {tdhf_error:.1e}, "
      f"FCI {fci_error:.1e}")
print("lattice, lowest bright singlet: w (hartree), f_L, f_V, f_V/f_L")
for name, w, fl, fv in (
        ("FCI", fci4["w"], fci4["fl"], fci4["fv"]),
        ("TDHF", w_t[0], tdhf_fl, tdhf_fv),
        ("CIS", w_c[0], cis_fl, cis_fv),
        ("EOM-CCSD", cc4["w"], cc4["fl"], cc4["fv"]),
        ("LR-CCSD", cc4["w"], cc4["lr_fl"], cc4["lr_fv"])):
    print(f"  {name:9s} {w:.6f} {fl:.7f} {fv:.7f} {fv / fl:.7f}")
print(f"EOM relative leakage, <n|..|0>: {cc4['leak_up']:.3e}")
print(f"EOM relative leakage, <0|..|n>: {cc4['leak_down']:.3e}")
print(f"f_V/f_L from leakage: {predicted:.7f}")
print(f"only {CUT} orbitals kept: f_L, f_V, f_V/f_L")
print(f"  FCI  {fci_cut['fl']:.6f} {fci_cut['fv']:.6f} "
      f"{fci_cut['fv'] / fci_cut['fl']:.6f}")
print(f"  TDHF {cut_fl:.6f} {cut_fv:.6f} {cut_fv / cut_fl:.6f}")
print("two electrons, all six orbitals: f_L, f_V")
print(f"  FCI      {fci2['fl']:.7f} {fci2['fv']:.7f}")
print(f"  EOM-CCSD {cc2['fl']:.7f} {cc2['fv']:.7f}")
print(f"  LR-CCSD  {cc2['lr_fl']:.7f} {cc2['lr_fv']:.7f}")
print("Be 2s-2p singlet; exponents 0.01 to 3000 bohr^-2, same for s and p")
for r in atoms:
    print(f"{r['n']} exponents: HF energy {r['energy']:.6f} hartree")
    for name in ("tdhf", "cis"):
        w, d, g, fl, fv = r[name]
        print(f"  {name.upper():4s} f_L {fl:.6f} f_V {fv:.6f} "
              f"f_V/f_L {fv / fl:.6f}")
print("Be, largest basis: w (hartree), d (bohr), g (1/bohr)")
for name in ("tdhf", "cis"):
    w, d, g = best[name][:3]
    print(f"  {name.upper():4s} {w:.6f} {d:.6f} {g:.6f}; "
          f"w = {w * HARTREE_EV:.4f} eV")
print(f"Be CIS: w d = {wb * db:.6f}, g + w d = {gb + wb * db:.6f} 1/bohr")
print(f"Be CIS: sqrt(2) X.B.x = {best['defect']:.6f} 1/bohr")
print(f"Be CIS: f_V/f_L from B = "
      f"{(1 - best['defect'] / (wb * db))**2:.6f}")
print("no test failed")
```

It prints:

```
lattice: 6 sites, spacing 1.0 bohr, well centre 0.4 bohr
four-electron determinants: 225
lattice HF energy   -6.849944 hartree
lattice CCSD energy -6.890909 hartree
lattice FCI energy  -6.891054 hartree
polarizability, TDHF         10.15045 a.u.
polarizability, finite field 10.15044 a.u.
max error of (A-B)x = -grad: 2.7e-13 a.u.
max |f_L-f_V|, all roots: TDHF 2.5e-12, FCI 2.0e-14
lattice, lowest bright singlet: w (hartree), f_L, f_V, f_V/f_L
  FCI       0.452973 1.8735890 1.8735890 1.0000000
  TDHF      0.468816 2.1662831 2.1662831 1.0000000
  CIS       0.492470 3.0692810 1.5306119 0.4986874
  EOM-CCSD  0.452955 1.8762309 1.8738799 0.9987469
  LR-CCSD   0.452955 1.8763967 1.8740274 0.9987374
EOM relative leakage, <n|..|0>: -1.451e-03
EOM relative leakage, <0|..|n>: 1.982e-04
f_V/f_L from leakage: 0.9987469
only 4 orbitals kept: f_L, f_V, f_V/f_L
  FCI  1.922739 1.855766 0.965168
  TDHF 2.184115 2.210950 1.012287
two electrons, all six orbitals: f_L, f_V
  FCI      1.5363583 1.5363583
  EOM-CCSD 1.5363583 1.5363583
  LR-CCSD  1.5363583 1.5363583
Be 2s-2p singlet; exponents 0.01 to 3000 bohr^-2, same for s and p
8 exponents: HF energy -14.456056 hartree
  TDHF f_L 1.474402 f_V 1.256653 f_V/f_L 0.852314
  CIS  f_L 2.077788 f_V 0.791479 f_V/f_L 0.380924
12 exponents: HF energy -14.572018 hartree
  TDHF f_L 1.378021 f_V 1.375293 f_V/f_L 0.998020
  CIS  f_L 1.892271 f_V 0.864206 f_V/f_L 0.456703
18 exponents: HF energy -14.572818 hartree
  TDHF f_L 1.377697 f_V 1.377702 f_V/f_L 1.000004
  CIS  f_L 1.890962 f_V 0.865316 f_V/f_L 0.457606
Be, largest basis: w (hartree), d (bohr), g (1/bohr)
  TDHF 0.176332 1.976498 -0.348520; w = 4.7982 eV
  CIS  0.185496 2.257663 -0.283295; w = 5.0476 eV
Be CIS: w d = 0.418788, g + w d = 0.135492 1/bohr
Be CIS: sqrt(2) X.B.x = 0.135493 1/bohr
Be CIS: f_V/f_L from B = 0.457604
no test failed
```
